# Depletion width of a metal contact on heavily doped silicon: a program that tests the result

```python
# Result under test: W = sqrt(2 eps phi/(q N)) for a depleted n-type silicon
# layer under a metal. W: width, eps: permittivity, phi: band bending in volts,
# q: elementary charge, N: ionized donor density. Depth x starts at the metal.
# Further checks size mobile electrons, random donors, image force, tunnelling.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, solve_bvp, quad, trapezoid
from scipy.optimize import brentq
from scipy.special import expit, gamma

q, kB, hbar, m0 = const.e, const.k, const.hbar, const.m_e
eps_r, phi, N_cm = 11.7, 0.5, 1e20
T_room, T_hot = 300.0, 400.0
m_long, m_trans, gap = 0.92, 0.19, 1.12
eps = eps_r * const.epsilon_0
N = N_cm * 1e6


def depletion_width(density, bending):
    return np.sqrt(2 * eps * bending / (q * density))


def integrated_layer(density, bending):
    """March from the neutral edge toward the metal until bending is reached.
    Length unit: nm. Returns distance and field at the metal."""
    curvature = q * density / eps * 1e-18

    def reached(s, y):
        return y[0] - bending
    reached.terminal = True
    run = solve_ivp(lambda s, y: [y[1], curvature], (0, 1e4), [0.0, 0.0],
                    events=reached, rtol=1e-9, atol=1e-12)
    return run.t_events[0][0], run.y_events[0][0][1]


W = depletion_width(N, phi) * 1e9            # nm
field = 2 * phi / W                          # V/nm
for density, bending in ((N, phi), (1e23, 0.7)):
    distance, slope = integrated_layer(density, bending)
    formula = depletion_width(density, bending) * 1e9
    assert abs(distance / formula - 1) < 1e-6
    assert abs(slope / (2 * bending / formula) - 1) < 1e-6

# Normalized Fermi integrals; the energy variable is t squared.
t = np.linspace(0, 12, 301)
dt = t[1] - t[0]


def fermi_integral(order, eta):
    eta = np.asarray(eta, dtype=float)
    weight = 2 * t**(2 * order + 1) / gamma(order + 1)
    return np.sum(weight * expit(eta[..., None] - t**2), axis=-1) * dt


def bulk_state(T):
    m_dos = (m_long * m_trans**2)**(1 / 3) * m0
    Nc = 12 * (m_dos * kB * T / (2 * np.pi * hbar**2))**1.5
    eta = brentq(lambda z: Nc * fermi_integral(0.5, z) - N, -10, 20)
    vt = kB * T / q
    delta = vt * fermi_integral(1.5, eta) / fermi_integral(0.5, eta)
    return Nc, eta, vt, float(delta)


Nc, eta, vt, delta = bulk_state(T_room)
delta_hot = bulk_state(T_hot)[3]
W_charge = depletion_width(N, phi - delta) * 1e9
W_charge_hot = depletion_width(N, phi - delta_hot) * 1e9
W_boltzmann = depletion_width(N, phi - vt) * 1e9
zeta = eta * vt                              # bulk Fermi level above band edge
curvature = q * N / eps * 1e-18              # V/nm^2


def electron_fraction(u):
    return Nc * fermi_integral(0.5, eta - u / vt) / N


x_start = np.linspace(0, 10, 201)
guess_u = phi * np.clip(1 - x_start / W, 0, None)**2
guess_slope = -field * np.clip(1 - x_start / W, 0, None)
full = solve_bvp(lambda x, y: np.vstack(
    (y[1], curvature * (1 - electron_fraction(y[0])))),
    lambda left, right: np.array([left[0] - phi, right[0]]),
    x_start, np.vstack((guess_u, guess_slope)), tol=1e-6, max_nodes=20000)
assert full.success
x_fine = np.linspace(0, 10, 4001)
fraction = electron_fraction(full.sol(x_fine)[0])
W_full = trapezoid(1 - fraction, x_fine)
assert abs(W_full / W_charge - 1) < 1e-3
half_depth = np.interp(0.5, fraction, x_fine)
fraction_at_W = np.interp(W, x_fine, fraction)

# Random donors: laterally averaged bending is the sum of donor depths.
side = 20.0                                  # nm
donors_per_nm = N * 1e-27 * side**2
donors_in_layer = donors_per_nm * W
spread = 1 / np.sqrt(3 * donors_in_layer)
rng = np.random.default_rng(4)
depths = np.cumsum(rng.exponential(1 / donors_per_nm, (8000, 300)), axis=1)
sampled_bending = np.cumsum(depths, axis=1) * q / (eps * side**2) * 1e9
assert np.all(sampled_bending[:, -1] > phi)
last = np.argmax(sampled_bending >= phi, axis=1)
sampled_width = depths[np.arange(len(depths)), last]
sampled_spread = sampled_width.std() / sampled_width.mean()
# Tolerance covers sampling noise and the finite step from donor to donor.
assert abs(sampled_spread / spread - 1) < 0.06
assert abs(sampled_width.mean() / W - 1) < 0.03

# Image force: compare the constant-field formula with the full barrier.
image_const = q / (16 * np.pi * eps) * 1e9    # V nm
lowering = np.sqrt(q * field * 1e9 / (4 * np.pi * eps))
x_bar = np.linspace(1e-4, W, 200001)
image_barrier = phi * (1 - x_bar / W)**2 - image_const / x_bar
lowering_full = phi - image_barrier.max()
peak_depth = x_bar[image_barrier.argmax()]
# The neglected curvature of the barrier is a few percent of the lowering.
assert abs(lowering_full / lowering - 1) < 0.05

# Tunnelling at the Fermi level, with motion normal to the contact.
u0 = np.sqrt(zeta / phi)
thickness = W * (1 - u0)
metal_energy = 5.0                           # eV, rough metal Fermi energy


def tunnelling(mass):
    k_unit = np.sqrt(2 * mass * m0 * q) / hbar * 1e-9
    action = k_unit * W * np.sqrt(phi) / 2 * (
        np.sqrt(1 - u0**2) - u0**2 * np.arccosh(1 / u0))
    direct = k_unit * quad(lambda x: np.sqrt(max(
        phi * (1 - x / W)**2 - zeta, 0)), 0, thickness)[0]
    assert abs(action / direct - 1) < 1e-5
    wkb = np.exp(-2 * action)
    k_si, k_metal = k_unit * np.sqrt(zeta), k_unit * np.sqrt(metal_energy)
    wave = solve_ivp(lambda x, y: [y[1], k_unit**2 * (
        phi * (1 - x / W)**2 - zeta) * y[0]], (W, 0),
        np.array([1, 1j * k_si], dtype=complex), rtol=1e-8, atol=1e-10)
    incident = (wave.y[0, -1] + wave.y[1, -1] / (1j * k_metal)) / 2
    numerical = k_si / (k_metal * abs(incident)**2)
    # WKB omits prefactors of order one, hence a factor of two is allowed.
    assert 0.5 < numerical / wkb < 2
    image_action = k_unit * trapezoid(
        np.sqrt(np.clip(image_barrier - zeta, 0, None)), x_bar)
    with_image = 1 / (1 + np.exp(2 * image_action))
    return action, wkb, numerical, with_image


light, heavy = tunnelling(m_trans), tunnelling(m_long)
assert phi < gap


def show(label, value, unit="", form=".3f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Donor density", N_cm, "cm^-3", ".1e")
show("Donor density converted", N, "m^-3", ".1e")
show("Band bending", phi, "eV", ".2f")
show("Relative permittivity", eps_r, "", ".1f")
show("Permittivity", eps, "F/m", ".4e")
show("Elementary charge", q, "C", ".4e")
show("Donor charge density qN", q * N, "C/m^3", ".4e")
show("Twice permittivity times bending", 2 * eps * phi, "C/m", ".4e")
show("Width squared", W**2 * 1e-18, "m^2", ".4e")
show("Depletion width", W, "nm")
show("Depletion width converted", W * 1e-7, "cm", ".3e")
show("Box-charge integration width", integrated_layer(N, phi)[0], "nm")
show("Peak field", field * 10, "MV/cm", ".2f")
show("Depleted donors per area", N_cm * W * 1e-7, "cm^-2", ".3e")
show("Temperature", T_room, "K", ".0f")
show("Thermal voltage", vt, "V", ".4f")
show("Longitudinal mass / electron mass", m_long, "", ".2f")
show("Transverse mass / electron mass", m_trans, "", ".2f")
show("Conduction density of states", Nc * 1e-6, "cm^-3", ".3e")
show("Bulk reduced Fermi level eta", eta)
show("Bulk Fermi level above band edge", zeta, "eV", ".4f")
show("Degenerate carrier correction delta", delta, "V", ".4f")
show("Width with nondegenerate correction", W_boltzmann, "nm")
show("Charge-equivalent width, formula", W_charge, "nm")
show("Charge-equivalent width, full Poisson", W_full, "nm")
show("Depth where electrons reach half doping", half_depth, "nm")
show("Electron/donor ratio at depletion width", fraction_at_W)
show("Higher temperature", T_hot, "K", ".0f")
show("Carrier correction at higher temperature", delta_hot, "V", ".4f")
show("Charge width at higher temperature", W_charge_hot, "nm")
show("Donor spacing N^(-1/3)", N**(-1 / 3) * 1e9, "nm")
show("Side of square patch", side, "nm", ".0f")
show("Mean donors in patch layer", donors_in_layer, "", ".1f")
show("Width spread, formula", 100 * spread, "%", ".2f")
show("Width spread, random donors", 100 * sampled_spread, "%", ".2f")
show("Image lowering, constant field", lowering, "eV")
show("Image lowering, full barrier", lowering_full, "eV")
show("Depth of image-lowered peak", peak_depth, "nm")
show("Barrier above Fermi level, no image", phi - zeta, "eV")
show("Barrier thickness at Fermi level", thickness, "nm")
show("Assumed metal Fermi energy", metal_energy, "eV", ".1f")
for name, values in (("light", light), ("heavy", heavy)):
    show(f"WKB action, {name} mass", values[0])
    show(f"WKB transmission, {name} mass", values[1], "", ".2e")
    show(f"Schrodinger transmission, {name} mass", values[2], "", ".2e")
    show(f"Image-barrier transmission, {name} mass", values[3], "", ".2e")
show("Band gap", gap, "eV", ".2f")
show("Band gap minus bending", gap - phi, "eV", ".2f")
print("no test failed")
```

It prints:

```
Donor density: 1.0e+20 cm^-3
Donor density converted: 1.0e+26 m^-3
Band bending: 0.50 eV
Relative permittivity: 11.7
Permittivity: 1.0359e-10 F/m
Elementary charge: 1.6022e-19 C
Donor charge density qN: 1.6022e+07 C/m^3
Twice permittivity times bending: 1.0359e-10 C/m
Width squared: 6.4658e-18 m^2
Depletion width: 2.543 nm
Depletion width converted: 2.543e-07 cm
Box-charge integration width: 2.543 nm
Peak field: 3.93 MV/cm
Depleted donors per area: 2.543e+13 cm^-2
Temperature: 300 K
Thermal voltage: 0.0259 V
Longitudinal mass / electron mass: 0.92
Transverse mass / electron mass: 0.19
Conduction density of states: 2.744e+19 cm^-3
Bulk reduced Fermi level eta: 2.522
Bulk Fermi level above band edge: 0.0652 eV
Degenerate carrier correction delta: 0.0415 V
Width with nondegenerate correction: 2.476 nm
Charge-equivalent width, formula: 2.435 nm
Charge-equivalent width, full Poisson: 2.435 nm
Depth where electrons reach half doping: 2.301 nm
Electron/donor ratio at depletion width: 0.638
Higher temperature: 400 K
Carrier correction at higher temperature: 0.0483 V
Charge width at higher temperature: 2.417 nm
Donor spacing N^(-1/3): 2.154 nm
Side of square patch: 20 nm
Mean donors in patch layer: 101.7
Width spread, formula: 5.72 %
Width spread, random donors: 5.76 %
Image lowering, constant field: 0.220 eV
Image lowering, full barrier: 0.214 eV
Depth of image-lowered peak: 0.298 nm
Barrier above Fermi level, no image: 0.435 eV
Barrier thickness at Fermi level: 1.625 nm
Assumed metal Fermi energy: 5.0 eV
WKB action, light mass: 1.433
WKB transmission, light mass: 5.69e-02
Schrodinger transmission, light mass: 6.82e-02
Image-barrier transmission, light mass: 1.11e-01
WKB action, heavy mass: 3.153
WKB transmission, heavy mass: 1.82e-03
Schrodinger transmission, heavy mass: 2.20e-03
Image-barrier transmission, heavy mass: 1.03e-02
Band gap: 1.12 eV
Band gap minus bending: 0.62 eV
no test failed
```
